\section*{Floppy Modes and Self-Stresses from the Rigidity Matrix of a Network}

\section{Three atoms and three bars}

Put atoms $A$, $B$, $C$ at $(-a,0,0)$, $(0,h,0)$, $(a,0,0)$ and join each pair by a bar. There are nine displacement components and three bar lengths.

For $h\ne0$, ask which bar tensions leave every atom without a net force. The bars $AB$ and $BC$ pull on $B$ in non-parallel directions, so both tensions must vanish. The force on $A$ then makes the tension in $AC$ vanish too. There is no self-stress, the three length conditions are independent, and $9-3=6$ displacements preserve all lengths to first order. These are the three translations and three rotations.

For $h=0$ the first-order extensions depend only on the $x$ components:
\[
e_{AB}=x_B-x_A,\qquad e_{BC}=x_C-x_B,\qquad
e_{AC}=x_C-x_A=e_{AB}+e_{BC}.
\]
One condition is redundant, so seven displacements cost no first-order extension. Tensions $(1,1,-1)$ in $(AB,BC,AC)$ balance on every atom. Straightening the bridge has added one zero mode and one self-stress, and their difference is still six. A straight line has five independent rigid motions, because rotation about its own axis moves no atom. Two of the seven zero modes are therefore internal: $B$ can move sideways relative to $A$ and $C$ in two directions.

\section{The rigidity matrix and the index theorem}

Consider $N$ atoms in $d$ dimensions, joined by $M$ bars. For a bar $ij$ of length $L$, let $\mathbf n=(\mathbf r_i-\mathbf r_j)/L$ and $\Delta\mathbf u=\mathbf u_i-\mathbf u_j$. Its displaced length is
\begin{align}
L'&=\sqrt{L^2+2L\,\mathbf n\cdot\Delta\mathbf u+|\Delta\mathbf u|^2}\nonumber\\
&=L+\mathbf n\cdot\Delta\mathbf u+
\frac{|\Delta\mathbf u|^2-(\mathbf n\cdot\Delta\mathbf u)^2}{2L}+O(|\Delta\mathbf u|^3).
\label{length}
\end{align}
The second line uses $\sqrt{1+q}=1+q/2-q^2/8+\cdots$. The linear terms of all bars form $e=Ru$. Each row of the $M\times dN$ rigidity matrix $R$ holds $\mathbf n$ at atom $i$, $-\mathbf n$ at atom $j$, and zeros elsewhere.

Let positive tension $t_{ij}$ pull the two atoms together. The force on $i$ is $-t_{ij}\mathbf n$ and that on $j$ is $+t_{ij}\mathbf n$, so the vector of all atomic forces is $f=-R^Tt$. A self-stress is a nonzero solution of $R^Tt=0$; a zero mode is a nonzero solution of $Ru=0$.

Write the singular-value decomposition as $R=U\Sigma V^T$, with orthogonal $U$ and $V$ and $r$ positive singular values $\sigma_1\ge\cdots\ge\sigma_r$. Since $U$ is invertible, $Ru=0$ means $\Sigma V^Tu=0$. This sets the first $r$ components of $V^Tu$ to zero and leaves the other $dN-r$ free. Likewise $R^Tt=V\Sigma^TU^Tt=0$ leaves $M-r$ components of $U^Tt$ free. The last columns of $V$ and $U$ are thus orthonormal bases of the two null spaces, with dimensions
\begin{equation}
F=dN-r,\qquad S=M-r,\qquad F-S=dN-M.
\label{index}
\end{equation}
The last relation is the Maxwell--Calladine index theorem. The rank cancels from the difference, while $F$ and $S$ separately depend on it, and hence on geometry as well as on the number of bars.

Here $F$ includes rigid motions. To isolate internal floppy modes, append to $R$ one row for each independent rigid-motion vector and take the null space of the enlarged matrix. The extra rows require orthogonality to rigid motion. A free, non-collinear cluster in three dimensions has $F-6$ internal floppy modes.

\section{Adding one bar}

Let the columns of $Z$ be an orthonormal basis of the current zero modes, and let $b^T$ be the row of a new bar. A displacement $u=Zc$ remains a zero mode if
\[
0=b^TZc=p^Tc,\qquad p=Z^Tb.
\]

If $p\ne0$, this is one condition on $c$, so $F$ falls by one. The right side of $F-S=dN-M$ also falls by one, so $S$ is unchanged. If the columns of $Q$ are an orthonormal basis of the vectors orthogonal to $p$, the new zero-mode basis is $ZQ$.

If $p=0$, no zero mode is lost. The vector $b$ is orthogonal to the null space of $R$ and so lies in its row space: $b=R^Tc$ for some $c$. Then
\[
\begin{pmatrix}R^T&b\end{pmatrix}\begin{pmatrix}-c\\1\end{pmatrix}
=-R^Tc+b=0,
\]
which is a new self-stress with nonzero tension in the added bar. The bar is redundant, $S$ rises by one and $F$ stays fixed.

The number of redundant additions equals the number of added bars minus the total increase in rank, so it does not depend on their order. Which bars are redundant can depend on it: any bar carrying tension in a self-stress is a combination of the others, and is redundant if added last.

\section{Deciding the rank in floating-point arithmetic}

The algorithm builds $R$, computes its full decomposition, counts singular values above a threshold, and reads both null-space bases from the remaining columns. The threshold needs an error estimate.

Suppose the computed decomposition, with all singular values below the threshold set to zero, belongs to $R+E$, where $\|E\|$ is the largest singular value of $E$. Each singular value then changes by at most $\|E\|$. Suppose also that the rank has been identified correctly, and let $z$ be a computed unit zero mode, $(R+E)z=0$. Split it as $z=z_0+w$, with $Rz_0=0$ and $w$ in the row space of $R$. Then
\begin{equation}
\sigma_r|w|\le|Rw|=|Rz|=|Ez|\le\|E\|
\quad\Longrightarrow\quad |w|\le\frac{\|E\|}{\sigma_r}.
\label{subspace}
\end{equation}
The smallest nonzero singular value therefore controls the accuracy of the zero modes.

The three-atom bridge shows how it can become small. Put $c=a/\sqrt{a^2+h^2}$. The scalar products of the rows, ordered $AB,BC,AC$, give
\[
RR^T=\begin{pmatrix}2&1-2c^2&c\\1-2c^2&2&c\\c&c&2\end{pmatrix}.
\]
The vector $(1,-1,0)$ has eigenvalue $1+2c^2$. In the space spanned by $(1,1,0)/\sqrt2$ and $(0,0,1)$ the matrix becomes
\[
\begin{pmatrix}3-2c^2&\sqrt2\,c\\\sqrt2\,c&2\end{pmatrix},
\]
with trace $5-2c^2$ and determinant $6(1-c^2)=6h^2/(a^2+h^2)$. For $h\ll a$ the trace tends to 3, and the smaller eigenvalue is the determinant divided by the trace, $2h^2/a^2$. Hence
\begin{equation}
\sigma_{\min}\simeq\sqrt2\,\frac{h}{a}.
\label{bridge}
\end{equation}
At $h/a=0.01$ this is 0.0141. The mode is stiffened to first order, but weakly. If $h$ is smaller than the uncertainty of the coordinates, the data cannot tell a weak constraint from a redundant one, however precise the arithmetic.

Diagonalising $R^TR$ gives squared singular values. Rounding errors of order $\epsilon\sigma_1^2$, with $\epsilon$ the machine precision, then hide singular values below about $\sqrt\epsilon\,\sigma_1$. Decomposing $R$ directly lowers this limit to order $\epsilon\sigma_1$, apart from a factor that depends on matrix size.

\section{A germanium selenide cage}

Consider an ideal Ge$_4$Se$_{10}$ cage made of four corner-sharing tetrahedra. In units of $L/\sqrt3$, where $L$ is the Ge--Se bond length, the Ge atoms lie at
\[
(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1).
\]
Six bridging Se atoms lie at distance 2 along the positive and negative axes, and four terminal Se atoms at twice the Ge positions. The 14 atoms have 42 displacement components and 16 Ge--Se bonds.

Angles are constrained by bars between second neighbours. Each Ge has six pairs of Se neighbours, giving 24 Se--Se bars. Each bridging Se gives one Ge--Ge bar, six in all. With a rank threshold of $10^{-10}\sigma_1$, the decomposition gives
\begin{center}
\begin{tabular}{lrrrrr}
Bars present & $M$ & $r$ & $F$ & $S$ & $F-S$\\
Bonds & 16 & 16 & 26 & 0 & 26\\
Bonds, Se--Se & 40 & 36 & 6 & 4 & 2\\
Bonds, Se--Se, Ge--Ge & 46 & 36 & 6 & 10 & $-4$
\end{tabular}
\end{center}
The bond network has $26-6=20$ internal floppy modes. Of the 30 added bars, 20 remove one each and ten are redundant. When the Se--Se bars are added one Ge at a time, the redundant additions are numbers 6, 12, 18 and 24, followed by all six Ge--Ge bars.

The first four arise inside single tetrahedra. At an Se corner, let $t_b$ be the tension in the bond to Ge and $t_e$ that in each of three Se--Se edges. An edge has length $\sqrt{8/3}\,L$. In the isosceles triangle Se--Ge--Se it makes an angle with the bond whose cosine is half the edge divided by $L$, or $\sqrt{2/3}$. Components across the bond cancel by threefold symmetry, and along it
\[
t_b+3t_e\sqrt{2/3}=0,\qquad t_b=-\sqrt6\,t_e\simeq-2.449\,t_e.
\]
The four bond forces on Ge cancel by symmetry. The tetrahedra share atoms but no bars, so their four self-stresses are independent and account for $S=4$. After 40 bars all zero modes are rigid motions. A further bar cannot change length under a rigid motion, so $p=0$ and every Ge--Ge bar is redundant.

In the final network $\sigma_1=2.47$, $\sigma_r=0.707$, and the largest numerical zero is about $10^{-15}$. The rank threshold, $2.5\times10^{-10}$, lies far from both sides of the gap. Even for $\|E\|=10^{-14}$, Eq.~(\ref{subspace}) limits the error of a unit zero mode to $1.4\times10^{-14}$.

Coordinate errors matter more. Let each atom move by at most $\delta$, so that a bar vector $\mathbf a$ becomes $\mathbf b$ with $|\mathbf a-\mathbf b|\le2\delta$. From
\[
|\mathbf a-\mathbf b|^2=(|\mathbf a|-|\mathbf b|)^2+
|\mathbf a||\mathbf b|\left|\frac{\mathbf a}{|\mathbf a|}-
\frac{\mathbf b}{|\mathbf b|}\right|^2
\]
the unit vector changes by at most $2\delta/\sqrt{L(L-2\delta)}$, since no bar is shorter than $L$. It enters each row twice, so summing squares over 46 rows gives
\[
\|E\|\le\sqrt{92}\,\frac{2\delta}{\sqrt{L(L-2\delta)}}.
\]
For $L=0.236$~nm and $\delta=0.008$~nm this is 0.67, below $\sigma_r$. The rank cannot fall, and six rigid motions prevent it from rising. This condition is sufficient; larger displacements need not change the rank.

\section{Energy stored by incompatible lengths}

Give the bars spring constants in a diagonal matrix $K$, and let $e_0$ be their natural lengths minus their reference lengths. Linear elasticity gives $t=K(Ru-e_0)$, and equilibrium requires $R^Tt=0$. Let the columns of $T$ be a basis of the self-stresses, so $t=Ts$. Multiplying $K^{-1}t=Ru-e_0$ by $T^T$ and using $T^TR=0$ gives
\begin{align}
T^TK^{-1}Ts&=-T^Te_0,\nonumber\\
E_{\rm stored}=\tfrac12t^TK^{-1}t
&=\tfrac12e_0^TT(T^TK^{-1}T)^{-1}T^Te_0.
\label{stored}
\end{align}
Misfit costs energy through its projection on the self-stresses. A bar that carries no tension in any self-stress can reach its natural length freely at this order.

Take 130~N/m for bonds and 10~N/m for second-neighbour bars. Let bridging Se prefer an angle of $100^\circ$ instead of the cage's $109.47^\circ$. The preferred Ge--Ge distance is $2L\sin50^\circ=0.3616$~nm against 0.3854~nm in the cage, a misfit of $-0.0238$~nm in six bars. With the atoms held fixed, the energy is
\[
6\times\tfrac12(10~\mathrm{N/m})(0.0238~\mathrm{nm})^2
=1.70\times10^{-20}~\mathrm J=106~\mathrm{meV}.
\]
Relaxation by Eq.~(\ref{stored}) lowers it to 46~meV per cage and leaves a tension of 0.104~nN in each Ge--Ge bar. The two results are linked: $t^TRu=0$ gives $E_{\rm stored}=-t^Te_0/2$, or $3\times0.104\times0.0238=0.0074$~nN\,nm, which is 46~meV. Minimising the spring energy with the full nonlinear lengths, by Gauss--Newton iteration, gives 44~meV. The linear result is 5\% above that value.

\section{What weak forces do to floppy modes}

For an unstressed network the harmonic energy is $\frac12u^THu$, with $H=R^TKR$. Since $u^THu=|K^{1/2}Ru|^2$ and all spring constants are positive, $H$ and $R$ have the same zero modes. Vibrational frequencies are the square roots of the eigenvalues of $m^{-1/2}Hm^{-1/2}$, where $m$ is the diagonal mass matrix. Mass weighting is invertible and preserves the number of zeros.

Now add weak springs of constant $k'$ to the bond network. To leading order the formerly floppy modes see only the projection of the new stiffness on their own space. That projection is proportional to $k'$, so their frequencies grow as $\sqrt{k'}$.

With masses 72.63~u for Ge and 78.97~u for Se, and $k'=10$~N/m, the fully constrained cage has 36 internal modes. The lowest 20 lie between 4.1 and 10.3~meV; the next begins at 20.8~meV and the highest is at 35.2~meV. The count of 20 remains visible as a gap, although none of these modes has zero frequency.

Other omitted effects can be sized in the same model:
\begin{itemize}
\item By Eq.~(\ref{length}), a tension $t$ adds transverse stiffness $t/L$ to a bar of length $L$, and a compression, with $t<0$, removes it. In the cage relaxed with the angle misfit some bars are stretched and others compressed. For the softest mode the compressed bars prevail, and its energy falls from 4.09 to 3.82~meV.
\item Springs of 0.5~N/m between the 45 remaining atom pairs raise the softest mode of the unstressed cage from 4.06 to 4.29~meV. They also add 45 self-stresses to the formal count. A count has physical meaning only with a stated force scale below which interactions are ignored.
\item At 300~K, classical harmonic motion has displacement covariance $k_BTH^+$, where $H^+$ is the inverse of $H$ on the non-rigid modes. For the bond with the largest ratio of second- to first-order extension, the first-order rms value is 5.4~pm and the mean second-order term of Eq.~(\ref{length}) is 3.2~pm, a ratio of 0.59. Moving the atoms along straight lines by these linear displacements would therefore stretch the bond spuriously. With the full nonlinear lengths, the stiff bond resists this stretch and the atoms follow curved paths. The first-order value remains a good estimate of the spread in bond length, but the linear displacements should not be used as actual atomic positions.
\item For a mode of energy $\hbar\omega$, with $x=\hbar\omega/k_BT$, the quantum variance is $(x/2)\coth(x/2)$ times the classical one. For the highest mode $x=35.2/25.9=1.36$, and the factor is 1.15.
\end{itemize}

\section{From the cage to selector glass}

Ge--Se glasses are used in threshold selectors for memory arrays. The bond length, spring constants and preferred angle above are rough values for such a glass. In a breathing tetrahedron each bond stretches by $q$ and each edge by $\sqrt{8/3}\,q$, so the energy is $\frac12\cdot4(130+4\times10)q^2$ with constants in N/m. The four moving Se atoms then give $\omega^2=(170~\mathrm{N/m})/(78.97~\mathrm u)$, or 23.7~meV, compared with roughly 25~meV for the main tetrahedral Raman line. This checks only the scale of the constants: the estimate is for an isolated tetrahedron, whereas each bridging Se in the glass is bonded to two Ge atoms, which shifts the mode. Unlike the bulk glass, the cage has a free surface, which changes the count. The cage has $F-S=-4$ for 14 atoms, or $-0.29$ per atom. In bulk GeSe$_2$ made only of corner-sharing tetrahedra, with every Se bridging, each formula unit has nine displacement components, four bonds, six Se--Se bars and two Ge--Ge bars, so $F-S=9-12=-3$, or $-1$ per atom. Real glass also contains edge-sharing tetrahedra, Ge--Ge and Se--Se bonds and a spread of angles, which this model omits.

Composition moves the balance. Inserting one Se into a bridge adds three displacement components, one bond and one angle bar, so $F-S$ rises by one. For GeSe$_{2+y}$ it is $y-3$ per Ge. If the sole self-stress is the local one at each Ge, then $S=1$ and $F=y-2$ per Ge. Since $F$ cannot be negative, this is possible only for $y\ge2$; for $y<2$ there must be at least $2-y$ further self-stresses per Ge, spread over the network. This mean-field estimate puts the onset of floppy modes at $y=2$, GeSe$_4$, where the mean coordination is $(4+4\times2)/5=2.4$. Additional self-stresses in overconstrained regions would allow floppy modes to coexist with them at the same overall count. The calculation contains no electrons: it locates mechanical constraints and stress, and does not give the energies of gap states.
